\section*{Newton Shooting and Floquet Stability for a Pulsed Global Plasma Model}

\section{When may a pulsed simulation be stopped?}

A pulsed-plasma calculation must decide at which pulse its densities may be reported. A small change from one pulse to the next does not settle this, because slow convergence also gives small changes. The one-cycle Jacobian supplies what is missing: it turns the change per pulse into an error, gives a Newton correction and tells whether the periodic state is stable.

Let $\dot x=f(x,t)$, where $f$ has period $\tau$, and let $F(x)$ be the state one period after a start from $x$ at pulse onset. A periodic state satisfies $F(x_*)=x_*$. Put $e=x-x_*$, $r=F(x)-x$ and $M=\partial F/\partial x$, evaluated at $x$. Taylor expansion about $x$ gives
\begin{equation}
x_*=F(x-e)=F(x)-Me+\tfrac12F''[e,e]+O(e^3).
\end{equation}
Since $x_*=x-e$, this rearranges to
\begin{equation}
r=-(I-M)e-\tfrac12F''[e,e]+O(e^3). \label{res}
\end{equation}
To leading order the error is therefore $e=-(I-M)^{-1}r$. Removing it is Newton's step,
\begin{equation}
x_{\rm new}=x+(I-M)^{-1}r,\qquad
e_{\rm new}=-\tfrac12(I-M)^{-1}F''[e,e]+O(e^3). \label{newton}
\end{equation}
The second relation follows by inserting \eqref{res} into the first. Convergence is locally quadratic if $F$ is smooth and no eigenvalue of $M$ equals 1. The same inverse governs integration error: if the computed map is $F+\eta$ with small $\eta$, its fixed point is shifted by $(I-M)^{-1}\eta$. A tiny Newton residual does not remove that shift.

\section{The Jacobian and its multipliers}

Let $\Phi(t)=\partial x(t)/\partial x(0)$. Differentiating the equation of motion with respect to the initial state gives
\begin{equation}
\dot\Phi=A(t)\Phi,\quad A=\partial f/\partial x,\quad \Phi(0)=I,\quad M=\Phi(\tau). \label{var}
\end{equation}
A square pulse makes $f$ jump, but at a prescribed time. Neighbouring trajectories switch together, so their separation, and hence $\Phi$, is continuous. A switch triggered by the state would differ. A neighbour switching later by $\delta t$ follows the old field $f^-$ while the reference follows the new field $f^+$, which adds $(f^--f^+)\delta t$ to the separation.

Near the orbit, plain cycling obeys $e_{k+1}=Me_k+O(e_k^2)$. The eigenvalues $\mu_i$ of $M$ are the Floquet multipliers. If all $|\mu_i|<1$, small deviations die out; if one exceeds 1 in modulus, some grow. For a left eigenvector, $\ell M=\mu\ell$, the component $\ell e$ is multiplied by $\mu$ each cycle to leading order. Starting the cycle at another phase $s$ replaces $M$ by $\Phi(s)M\Phi(s)^{-1}$, which has the same eigenvalues.

From $\Phi(t+\delta)=(I+\delta A)\Phi(t)+O(\delta^2)$ and $\det(I+\delta A)=1+\delta\,{\rm tr}A+O(\delta^2)$ follows
\begin{equation}
\det M=\prod_i\mu_i=\exp\int_0^\tau{\rm tr}A\,dt. \label{liou}
\end{equation}
This supplies the smallest multiplier when rounding in $M$ would hide it.

\section{A global model with one metastable level}

The unknowns are the electron density $n$, the electron temperature $T$ (in eV) and the metastable density $N$, all volume averages. The gas is monatomic and electropositive, with fixed density $n_g$ and temperature $T_g$. Electrons are taken as Maxwellian. Energies $\varepsilon$ are in eV, $e$ in the formulas below is the elementary charge, $m$ the electron mass and $m_i$ the ion mass.

\subsection{Collision rates}

With $\bar v=\sqrt{8eT/\pi m}$, the Maxwellian average of $\sigma v$ is $\bar v\int\sigma(E)\,E\,e^{-E/T}dE/T^2$. For the model cross section $\sigma_0(1-\varepsilon/E)$ above threshold, put $y=(E-\varepsilon)/T$:
\begin{equation}
k=\sigma_0\bar v\,e^{-\varepsilon/T}\int_0^\infty ye^{-y}dy
=\sigma_0\bar v\,e^{-\varepsilon/T}. \label{rate}
\end{equation}
Detailed balance fixes the reverse, superelastic cross section. With statistical weights $g_0,g_m$,
\begin{equation}
\sigma_s(E)=\frac{g_0}{g_m}\frac{E+\varepsilon}{E}\,
\sigma_0\frac{E}{E+\varepsilon}=\frac{g_0}{g_m}\sigma_0 ,
\end{equation}
so $k_s=(g_0/g_m)\sigma_0\bar v$.

For elastic hard-sphere collisions let $g$ be the relative velocity and $W$ the centre-of-mass velocity. After isotropic scattering the mean of $W\cdot g'$ vanishes, so the electron loses on average $\frac{mm_i}{m+m_i}W\cdot g$. Each component of $g$ has variance $s^2=eT/m+eT_g/m_i$, and its covariance with the same component of $W$ is $e(T-T_g)/(m+m_i)$. For Gaussian variables the mean of $W$ at given $g$ is the covariance divided by $s^2$, times $g$. Weighting by $\sigma|g|$ and using $\langle|g|^3\rangle=4s^2\langle|g|\rangle$ gives the loss per electron in eV/s,
\begin{equation}
Q=n_g\frac{4mm_i}{(m+m_i)^2}\sigma\langle|g|\rangle(T-T_g)
\simeq4\frac{m}{m_i}n_g\sigma\bar v(T-T_g),
\end{equation}
where the last form uses $m\ll m_i$.

\subsection{Walls and balances}

Ions leave at the Bohm speed $u_B=\sqrt{eT/m_i}$ with edge density $hn$. For volume $V$ and area $A_w$ the loss frequency is $\nu=hA_wu_B/V$. At a floating wall the electron flux over the sheath drop $U$ equals the ion flux:
\begin{equation}
\tfrac14\bar v e^{-U/T}=u_B\ \Rightarrow\
\frac UT=\ln\frac{\bar v}{4u_B}=\frac12\ln\frac{m_i}{2\pi m}.
\end{equation}
A lost pair removes $2T$ with the electron, $T/2$ as the ion's energy at the sheath edge and $U$, together $c_wT$ with $c_w=5/2+U/T$. This leaves out the energy that ions pass to the gas in collisions on their way to the edge. For Boltzmann electrons the potential drop from the mean density $n$ to the edge density $hn$ is $T\ln(1/h)$, or $1.6T$ for the value $h=0.2$ used below, so about $1.1T$ per pair is missing. Including it would lower the mean density of the example by about 3\% and hardly change its multipliers.

Let subscripts $i,r,m$ denote ionization, excitation to a radiating level and metastable excitation from the ground state, and let $mi,mr$ denote the corresponding steps from the metastable level. Atoms excited to the radiating level are assumed to return to the ground state. Define
\begin{align}
S&=n_gk_i+Nk_{mi}-\nu,\qquad K=k_{mi}+k_{mr}+k_s,\\
L_N&=N[k_{mi}(\varepsilon_i-\varepsilon_m)+k_{mr}(\varepsilon_r-\varepsilon_m)-k_s\varepsilon_m],\\
L&=n_g(k_i\varepsilon_i+k_r\varepsilon_r+k_m\varepsilon_m)+L_N+Q+c_w\nu T.
\end{align}
Particle balance is $\dot n=nS$. Energy balance is $\frac{d}{dt}(\frac32nT)=P_a/(eV)-nL$, with absorbed power $P_a$. Expanding its left side as $\frac32n(\dot T+TS)$ and writing $p=P_a/(eVn)$ gives
\begin{align}
\frac{d\ln n}{dt}&=S,\qquad
\frac{d\ln T}{dt}=\frac{2}{3T}(p-L)-S,\nonumber\\
\frac{d\ln N}{dt}&=\frac{n}{N}n_gk_m-nK-\gamma, \label{model}
\end{align}
where $\gamma$ is the metastable wall-loss rate. Logarithms keep all three quantities positive during Newton steps; densities are scaled by $10^{17}$ m$^{-3}$ and $T$ by 1 eV.

To allow an ignition threshold later, let $P_a=P\chi$ with $\chi=n^2/(n^2+n_c^2)$; the main example has $n_c=0$, $\chi=1$. Since $d\ln\chi/d\ln n=2(1-\chi)$, we have $\partial p/\partial\ln n=p(1-2\chi)$. A prime denotes $\partial/\partial\ln T$. From \eqref{rate}, $k'=k(\frac12+\varepsilon/T)$, with $\varepsilon=0$ for $k_s$; also $\nu'=\nu/2$ and $(\nu T)'=\frac32\nu T$, while $Q'=4(m/m_i)n_g\sigma\bar v(\frac32T-\frac12T_g)$. Put $a=2/(3T)$ and $G_m=nn_gk_m/N$. In the order $\ln n,\ln T,\ln N$,
\begin{equation}
A=\begin{pmatrix}
0&S'&Nk_{mi}\\
ap(1-2\chi)&-a(p-L+L')-S'&-aL_N-Nk_{mi}\\
G_m-nK&G_m'-nK'&-G_m
\end{pmatrix}.
\end{equation}
Here $G_m'=nn_gk_m'/N$, and the term $-a(p-L)$ comes from differentiating $a\propto T^{-1}$.

The algorithm integrates the 3 state equations with the 9 equations \eqref{var}, solves for the step \eqref{newton}, limits its length, and halves it if the residual norm fails to fall.

\section{Worked example}

The cylinder has radius and length 15 cm, so $V/A_w=15/4=3.75$ cm, and $h=0.2$ gives $V/(hA_w)=18.75$ cm. The gas is at 5 mTorr and 400 K, $n_g=1.21\times10^{20}$ m$^{-3}$; the ion mass is 40 u, giving $U/T=4.68$ and $c_w=7.18$. The pulse absorbs 300 W for half of each 20 $\mu$s period (50 kHz). Thresholds are $\varepsilon_i,\varepsilon_r,\varepsilon_m=16,13,12$ eV. The cross-section scales, also listed in the numerical output, are $3,3,1\times10^{-20}$ m$^2$ from the ground state, $1,2\times10^{-19}$ m$^2$ for the metastable steps, and $5\times10^{-20}$ m$^2$ for elastic collisions; $g_0/g_m=0.2$ and $\gamma=2000$ s$^{-1}$.

\subsection{Convergence and error}

From $n=N=3\times10^{16}$ m$^{-3}$ and $T=1.5$ eV, the largest logarithmic residuals are $0.46$, $0.089$, $9.5\times10^{-3}$, $1.5\times10^{-4}$, $4.1\times10^{-8}$ and $2.9\times10^{-15}$. The ratio $r_{k+1}/r_k^2$ is $1.7$ from the third to the fourth value and $1.8$ from the fourth to the fifth, as quadratic convergence requires. In a separate test, one Newton step was taken from starts displaced by $0.02(1,-1,1)$ and $0.01(1,-1,1)$; halving the displacement reduced the remaining error by a factor 4.04, against the leading-order value 4.

At pulse onset the periodic state has $n=8.71\times10^{16}$ m$^{-3}$, $T=1.32$ eV and $N=7.64\times10^{16}$ m$^{-3}$. Over the cycle $n$ varies between $8.6$ and $9.5\times10^{16}$ m$^{-3}$ while $T$ runs from 1.3 to 3.1 eV. The Jacobian is
\begin{equation}
M=\begin{pmatrix}0.7437&0.0181&0.0203\\-0.0131&-0.0008&-0.0192\\-0.1778&0.0140&0.7220\end{pmatrix}.
\end{equation}
Central differences of the cycle map, with logarithmic steps of $10^{-4}$, agree with it to $2.5\times10^{-10}$ in every entry. The small middle column says that a 1\% error in the initial temperature alters the next density by about 0.02\%.

The multipliers are $0.732\pm0.058i$ and $2.9\times10^{-9}$, so the orbit is stable. The integral in \eqref{liou} is $-20.27$ and agrees with $\ln|\det M|$. The complex pair can be traced to the printed matrix. Its $(n,N)$ block has mean diagonal 0.733 and half-difference 0.011, hence eigenvalues
\begin{equation}
0.733\pm\sqrt{0.011^2-0.0203\times0.1778}=0.733\pm0.059i.
\end{equation}
Extra metastables raise the next electron density, whereas extra electrons lower the next metastable density. The resulting rotation is $\arctan(0.058/0.732)=0.080$ radian per cycle, about 79 cycles per turn, so the deviation is negligible long before one turn is complete.

For the stopping decision, $|1-\mu_1|=\sqrt{0.268^2+0.058^2}=0.274$. The complex amplitude $\ell e$ of the leading deviation is thus, in modulus, $1/0.274=3.65$ times its change per pulse. For a single density the factor depends on how the changes are shared, and $e=-(I-M)^{-1}r$ must be used. With $T$ unchanged, the printed matrix turns equal changes of 0.1\% in $n$ and $N$ into errors of about 0.4\% in $n$ and 0.1\% in $N$; for opposite changes of 0.1\% the errors are about 0.3\% and 0.6\%. Plain cycling, done with another integrator and in the variables $n$, $\frac32nT$ and $N$, needed 44 cycles from the same start to come within $10^{-6}$ of the Newton state in every logarithm. Its leading component contracted by $0.732+0.058i$ per cycle, as predicted.

\subsection{When is Newton worthwhile?}

Newton used 6 cycle integrations with 12 equations each. Counting equations times cycles gives $6\times12=72$, against $44\times3=132$ for plain cycling. The stopping points differ: Newton was run to a residual near $10^{-15}$, while four steps, a count of 48, already bring it within $10^{-6}$. This is a count of work, not a timing, since step sizes and the cost of each equation differ.

With pulse power, duty and all other inputs fixed, lowering the frequency gives:
\begin{center}
\begin{tabular}{rrrr}
kHz & $|\mu_1|$ & cycles for $10^{-6}$ & time (ms)\\
50 & 0.735 & 44.8 & 0.90\\
20 & 0.483 & 19.0 & 0.95\\
10 & 0.252 & 10.0 & 1.00\\
5 & 0.071 & 5.2 & 1.04
\end{tabular}
\end{center}
The third column is $\ln10^{-6}/\ln|\mu_1|$, the asymptotic number of cycles for that reduction. The plasma forgets its start in about 1 ms in each case; a shorter period cuts this time into more cycles. At 5 kHz the equation count for plain cycling is $5.2\times3\approx16$, little more than one variational cycle, so Newton then has no clear advantage unless the multipliers themselves are wanted.

A reduced model explains the scale. If each lost pair costs a fixed energy $\varepsilon_T$, then $\dot n=P_a/(eV\varepsilon_T)-\nu n$. At prescribed $P_a$ a deviation decays as $\exp(-\int\nu\,dt)$. At the mean temperature, 2.36 eV, $u_B=2.39$ km/s and $\nu=2390/0.1875=1.27\times10^4$ s$^{-1}$. Over 20 $\mu$s this gives $e^{-0.255}=0.78$, compared with $|\mu_1|=0.735$ in the full model. The reduced model leaves out the metastables and the temperature response, so it gives only the scale in this example. The metastables alone would relax by $\exp[-\int(nK+\gamma)dt]=0.73$ per cycle, so at this power the two rates are comparable and both shape the leading pair. Where metastables relax more slowly than electrons are lost, they set $|\mu_1|$ instead: at 30 W and 50 kHz their factor is 0.94, $\mu_1=0.93$, and the memory time is about 4 ms rather than 1 ms.

\section{An unstable periodic state}

A Newton residual says nothing about stability. To show this, take $n_c=3.38\times10^{16}$ m$^{-3}$, a coupling law chosen to create an ignition threshold. In the reduced model, neglecting the variation of $n$ within a cycle, balance requires $n/(n^2+n_c^2)=C$, where $C$ is fixed by power and losses. This is $n^2-n/C+n_c^2=0$, so two states exist if $2n_cC<1$, and their densities satisfy $n_+n_-=n_c^2$. Linearizing the growth rate at balance gives
\begin{equation}
\frac{d\,\delta\ln n}{dt}=\nu(1-2\chi)\,\delta\ln n .
\end{equation}
The state with $n<n_c$ has $\chi<\frac12$ and is unstable. At $n=n_c$ the two merge, the multiplier equals 1 and $I-M$ becomes singular; the step \eqref{newton} is then undefined, and Newton's method loses its quadratic convergence.

In the full model Newton finds onset densities $7.20\times10^{16}$ and $1.57\times10^{16}$ m$^{-3}$. Their product is 1.3\% below $n_c^2$ (that of the cycle-mean densities is 7\% above), closer than the reduced model warrants, since it neglects the variation of $n$ within a cycle, the metastables and the temperature response. The upper state has leading multipliers $0.792\pm0.029i$ and is stable. The lower has 1.21 and 0.907 and is unstable. For the latter $\chi=0.177$, and the reduced estimate with the earlier $\nu$ is $\exp(0.255\times0.647)=1.18$.

The lower orbit was displaced along its growing eigenvector by $\pm0.1$ in $\ln n$. After 250 cycles the upward start had reached the stable state, and the downward start had fallen to $2.1\times10^{11}$ m$^{-3}$ and was still falling. This shows that the discharge goes out, but the density itself has no physical weight: $T$ is by then below the gas temperature, where the neglected ion temperature matters for the wall loss. Plain cycling from such starts leaves the threshold orbit, whereas Newton locates it.

\section{What the numbers are worth for a reactor}

Pressure, size, density and temperature lie in the rough range of low-pressure inductively coupled etch reactors; 50 kHz is a high pulsing frequency for them. Of the two inputs varied here, the assumed edge ratio affects the density more: $h=0.15$ instead of 0.2 raises the mean density by 31\%, close to the factor $0.2/0.15$ expected at fixed energy per pair.

The Maxwellian tail is a doubtful assumption. At 16 eV the estimated electron--electron collision frequency is a few per cent of the inelastic one (0.024 for a Coulomb logarithm of 10, up to about 0.06 with a logarithm of 12 and the slowing-down rate), so such collisions cannot keep the part of the tail that ionizes ground-state atoms Maxwellian. Halving the ground-state inelastic cross sections, as a crude probe, raises the mean temperature by 0.33 eV and lowers the mean density by 2.5\%.

Gas heating is not negligible. If each ion passes about $1.1T$ to the gas on its way to the sheath edge, the gas at the centre warms by roughly 30 to 60 K from bulk conduction alone, the lower value for heat released mainly near the edge, where the field is strong, and the upper for uniform release, for a conductivity of 0.02 W/(m K); a temperature jump at the walls may add a few tens of kelvin. If the walls are at 400 K, the fixed $n_g$ is then too high at the centre by roughly 10 to 20\% at given pressure. Two other neglected effects are estimated to be small: electron pressure is 5\% of gas pressure, and ionization in metastable pairs, for an assumed rate coefficient of $6\times10^{-16}$ m$^3$/s, is 0.3\% of the wall loss. Even at the Bohm speed, which they reach only at the sheath edge, ions would need 31 $\mu$s to cross half the length. This is longer than the period, so the density profile as a whole cannot follow each pulse. This favours a constant $h$ at 50 kHz but not at 5 kHz, where $T$ falls to 0.19 eV and the neglected ion temperature, about 0.03 eV if equal to that of the gas, is no longer very small beside it.

Many etch gases are molecular and form negative ions, which this model omits. They can change the afterglow and add slow variables, and their effect on the multipliers has not been estimated here. The shooting equations remain the same for such a model, but its Jacobian and stability must be computed anew.

\section*{Values computed for the example and the checks}
\begin{verbatim}
pressure 5 mTorr, gas 400 K, ion mass 40 u
gas density 1.207e+20 m^-3
radius 15 cm, length 15 cm, edge ratio h 0.2
V/(hA) 18.75 cm; sheath drop/T 4.6796
pulse power 300 W, frequency 50 kHz, duty 0.5
thresholds ion/rad/met 16/13/12 eV
ground cross sections ion/rad/met 3e-20/3e-20/1e-20 m^2
metastable cross sections ion/rad 1e-19/2e-19 m^2
elastic cross section 5e-20 m^2; weight ratio 0.2; metastable wall rate 2000 s^-1
start guess n, T, N: 3e+16 m^-3, 1.5 eV, 3e+16 m^-3
Newton iterate 0: largest log residual 4.612e-01
Newton iterate 1: largest log residual 8.857e-02
Newton iterate 2: largest log residual 9.516e-03
Newton iterate 3: largest log residual 1.519e-04
Newton iterate 4: largest log residual 4.053e-08
Newton iterate 5: largest log residual 2.887e-15
cycle integrations with variational equations: 6
plain cycles to log error 1e-6: 44
periodic state at pulse start: n 8.7108e+16 m^-3, T 1.32228 eV, N 7.6373e+16 m^-3
cycle means: n 9.063e+16 m^-3, T 2.3613 eV, N 7.969e+16 m^-3
range of n 8.625e+16 to 9.512e+16 m^-3; T 1.3223 to 3.1042 eV
M row 1: 0.743696 0.018100 0.020293
M row 2: -0.013123 -0.000794 -0.019169
M row 3: -0.177787 0.014006 0.721982
Floquet multipliers: 0.73244+0.058429j, 0.73244-0.058429j, 2.9261e-09
trace integral -20.26600, ln|det M| -20.26600
smallest multiplier from the trace: 2.9261e-09
observed contraction per plain cycle: 0.73245+0.058428j
largest finite-difference error in M 2.5e-10
Newton error ratio on halving the displacement 4.041
50 kHz: |mu1| 0.7348, cycles per 1e-6 44.8, mean n 9.06e+16 m^-3, T at start 1.322 eV
20 kHz: |mu1| 0.4832, cycles per 1e-6 19.0, mean n 9.76e+16 m^-3, T at start 0.789 eV
10 kHz: |mu1| 0.2517, cycles per 1e-6 10.0, mean n 1.04e+17 m^-3, T at start 0.427 eV
5 kHz: |mu1| 0.0714, cycles per 1e-6 5.2, mean n 1.09e+17 m^-3, T at start 0.194 eV
threshold model: coupling density 3.379e+16 m^-3
stable state: n 7.2e+16 m^-3, multipliers 0.7917+0.029374j, 0.7917-0.029374j, 2.5576e-09
unstable state: n 1.565e+16 m^-3, multipliers 1.21, 0.90732, 1.12e-09
n after 250 cycles, displaced up/down by 0.1 in ln n: 7.2e+16 / 2.07e+11 m^-3
electron-electron / inelastic frequency at 16 eV 0.024
ground inelastic cross sections halved: mean n -2.5 %, mean T +0.333 eV
edge ratio 0.15: mean n +31.5 %, mean T -0.060 eV
gas heating about 17 K (conductivity 0.02 W/m/K)
electron pressure / gas pressure 0.051
pooling ionization / wall loss 0.0033; three-body recombination / wall loss 4e-10
ion transit time 31.4 us; period 20 us
\end{verbatim}
